# Kohn-Sham Forces from Explicit Derivatives at a Stationary Energy: a program that tests the result

```python
# Result under test: for self-consistent Kohn-Sham orbitals in a fixed basis,
#   F_a = -integral n dv_ext/dR_a - dE_II/dR_a,
# although all orbitals respond to the motion of ion a. An incomplete basis
# that moves with the ion adds the Pulay force.
# n: electron density; v_ext: ionic potential; E_II: ion-ion energy;
# R: ion positions; C: plane-wave coefficients of the occupied orbitals.
# Hartree atomic units. Ions are Gaussian charges in a periodic cubic cell;
# exchange is Dirac exchange, correlation is omitted.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
force_unit = hartree_ev / bohr_angstrom

side = 10.0
volume = side**3
cutoff = 3.2
grid = 17
points = grid**3
dvol = volume / points
width = 0.8
charges = np.array([2.0, 1.0, 1.0])
R0 = np.array([[5.0, 5.0, 5.0], [7.4, 5.3, 5.0], [2.8, 5.4, 5.0]])
occupation = 2.0
n_occ = 2
moved = 1

# Reciprocal grid and plane-wave basis
integers = np.rint(np.fft.fftfreq(grid) * grid).astype(int)
M = np.array(np.meshgrid(integers, integers, integers, indexing="ij"))
G = 2 * np.pi / side * M
G2 = np.sum(G**2, axis=0)
coulomb = np.zeros_like(G2)
coulomb[G2 > 0] = 4 * np.pi / G2[G2 > 0]
inside = G2 / 2 <= cutoff
m_basis = M[:, inside].T
G_basis = G[:, inside].T
kinetic = G2[inside] / 2
n_pw = len(kinetic)
difference = (m_basis[:, None, :] - m_basis[None, :, :]) % grid
pair_index = (difference[..., 0], difference[..., 1], difference[..., 2])


def to_grid(coefficients):
    box = np.zeros((grid, grid, grid), complex)
    box[inside] = coefficients
    return np.fft.ifftn(box) * points / np.sqrt(volume)


def density(C):
    return occupation * sum(abs(to_grid(C[:, i]))**2
                            for i in range(C.shape[1]))


def ion_fourier(a, R):
    phase = np.exp(-1j * np.tensordot(R[a], G, axes=1))
    return (-charges[a] / volume * coulomb
            * np.exp(-G2 * width**2 / 2) * phase)


def external_potential(R):
    total = sum(ion_fourier(a, R) for a in range(len(charges)))
    return np.fft.ifftn(total).real * points


def hartree_potential(n):
    return np.fft.ifftn(coulomb * np.fft.fftn(n)).real


def hamiltonian(n, R):
    exchange = -np.cbrt(3 / np.pi) * np.cbrt(n)
    v = external_potential(R) + hartree_potential(n) + exchange
    H = (np.fft.fftn(v) / points)[pair_index]
    H[np.diag_indices(n_pw)] += kinetic
    return H


def ion_energy(R):
    energy = 0.0
    for a in range(len(charges)):
        for b in range(a):
            angle = np.tensordot(R[a] - R[b], G, axes=1)
            energy += (charges[a] * charges[b] / volume
                       * np.sum(coulomb * np.exp(-G2 * width**2)
                                * np.cos(angle)))
    return energy


def energy_parts(C, R):
    # Order: kinetic, Hartree, exchange, external, ion-ion
    n = density(C)
    e_kin = occupation * np.sum(kinetic[:, None] * abs(C)**2)
    e_har = 0.5 * np.sum(n * hartree_potential(n)) * dvol
    e_x = -0.75 * np.cbrt(3 / np.pi) * np.sum(n**(4 / 3)) * dvol
    e_ext = np.sum(n * external_potential(R)) * dvol
    return np.array([e_kin, e_har, e_x, e_ext, ion_energy(R)])


def explicit_forces(n, R):
    electronic = np.zeros((len(charges), 3))
    ionic = np.zeros_like(electronic)
    for a in range(len(charges)):
        vg = ion_fourier(a, R)
        for k in range(3):
            dv = np.fft.ifftn(-1j * G[k] * vg).real * points
            electronic[a, k] = -np.sum(n * dv) * dvol
        for b in range(len(charges)):
            if b != a:
                angle = np.tensordot(R[a] - R[b], G, axes=1)
                weight = coulomb * np.exp(-G2 * width**2) * np.sin(angle)
                ionic[a] += (charges[a] * charges[b] / volume
                             * np.sum(G * weight, axis=(1, 2, 3)))
    return electronic, ionic


def self_consistent(R, n_start, basis=None):
    # Anderson mixing; a supplied basis restricts the variational space
    n = n_start.copy()
    densities, residuals = [], []
    for _ in range(120):
        H = hamiltonian(n, R)
        if basis is None:
            eps, C = eigh(H, subset_by_index=[0, n_occ])
            local = None
        else:
            eps, local = eigh(basis.conj().T @ H @ basis,
                              basis.conj().T @ basis)
            C = basis @ local
            local = local[:, :n_occ]
        C = C[:, :n_occ]
        n_out = density(C)
        residual = n_out - n
        if np.max(abs(residual)) < 1e-10:
            return eps, C, n_out, H, local
        densities.append(n.ravel().copy())
        residuals.append(residual.ravel().copy())
        densities, residuals = densities[-7:], residuals[-7:]
        new = densities[-1] + 0.4 * residuals[-1]
        if len(densities) > 1:
            dn = np.diff(np.array(densities), axis=0).T
            dr = np.diff(np.array(residuals), axis=0).T
            gamma = np.linalg.lstsq(dr, residuals[-1], rcond=None)[0]
            new = new - (dn + 0.4 * dr) @ gamma
        n = new.reshape(n.shape)
    raise RuntimeError("self-consistency not reached")


def displaced(axis, amount):
    R = R0.copy()
    R[moved, axis] += amount
    return R


# Converged reference state and explicit force
uniform = np.full((grid, grid, grid), occupation * n_occ / volume)
eps, C0, n0, H0, _ = self_consistent(R0, uniform)
parts0 = energy_parts(C0, R0)
gap = eps[n_occ] - eps[n_occ - 1]
assert gap > 0.02
F_el, F_ion = explicit_forces(n0, R0)
F = F_el + F_ion

# Total derivatives from reconverged calculations at displaced positions
h = 0.002
F_fd = np.zeros(2)
for axis in range(2):
    plus = self_consistent(displaced(axis, h), n0)
    minus = self_consistent(displaced(axis, -h), n0)
    slopes = (energy_parts(plus[1], displaced(axis, h))
              - energy_parts(minus[1], displaced(axis, -h))) / (2 * h)
    F_fd[axis] = -slopes.sum()
    if axis == 0:
        slopes_x = slopes
        dn_dx = (plus[2] - minus[2]) / (2 * h)
        aligned = []
        for state in (plus[1], minus[1]):
            overlap = np.sum(C0.conj() * state, axis=0)
            aligned.append(state * (overlap.conj() / abs(overlap)))
        dC = (aligned[0] - aligned[1]) / (2 * h)
# Central differences have an error of order h squared
assert np.max(abs(F_fd - F[moved, :2])) < 3e-6

# Implicit contributions, with the external one from the density response
ext_implicit = np.sum(external_potential(R0) * dn_dx) * dvol
implicit = np.array([slopes_x[0], slopes_x[1], slopes_x[2], ext_implicit])
assert np.max(abs(implicit)) > 1e-3
assert abs(implicit.sum()) < 1e-5
assert abs(slopes_x[3] - ext_implicit + F_el[moved, 0]) < 1e-5
response_norm = np.linalg.norm(dC, axis=0)
response_term = 2 * occupation * np.sum(dC.conj() * (H0 @ C0)).real
assert np.min(response_norm) > 1e-3
assert abs(response_term) < 1e-5

# Variation by a real function g, with and without orthonormalization
x = np.arange(grid) * side / grid
g = (np.cos(2 * np.pi * x / side)
     + np.sin(2 * np.pi * x / side))[:, None, None]
gC = np.column_stack([
    (np.fft.fftn(g * to_grid(C0[:, i])) * np.sqrt(volume) / points)[inside]
    for i in range(n_occ)])


def orthonormalized(C):
    w, U = np.linalg.eigh(C.conj().T @ C)
    return C @ (U / np.sqrt(w)) @ U.conj().T


def energy(C):
    return energy_parts(C, R0).sum()


t = 1e-3
slope_free = (energy(C0 + t * gC) - energy(C0 - t * gC)) / (2 * t)
slope_predicted = 2 * occupation * np.sum(
    eps[:n_occ] * np.sum(C0.conj() * gC, axis=0).real)
slope_orthonormal = (energy(orthonormalized(C0 + t * gC))
                     - energy(orthonormalized(C0 - t * gC))) / (2 * t)
assert abs(slope_predicted) > 1e-2
assert abs(slope_free - slope_predicted) < 1e-4
assert abs(slope_orthonormal) < 1e-4

# Energy and force errors of orthonormal but unconverged orbitals
amplitudes = [0.005, 0.01]
energy_errors, force_errors = [], []
for amplitude in amplitudes:
    trial = orthonormalized(C0 + amplitude * gC)
    energy_errors.append(energy(trial) - parts0.sum())
    trial_force = explicit_forces(density(trial), R0)[0]
    force_errors.append(np.linalg.norm(trial_force - F_el))
energy_ratio = energy_errors[1] / energy_errors[0]
force_ratio = force_errors[1] / force_errors[0]
assert abs(energy_ratio - 4) < 0.2
assert abs(force_ratio - 2) < 0.1

# Small Gaussian basis: frozen in space or carried by the ions
exponents = [0.2, 0.6]


def gaussian_basis(R):
    columns = []
    for a in range(len(charges)):
        for alpha in exponents:
            radial = np.exp(-kinetic / (2 * alpha))
            radial /= np.linalg.norm(radial)
            columns.append(radial * np.exp(-1j * G_basis @ R[a]))
    return np.array(columns).T


B0 = gaussian_basis(R0)
eps_b, C_b, n_b, H_b, c_b = self_consistent(R0, n0, B0)
F_small = sum(explicit_forces(n_b, R0))[moved, 0]
small_energy = energy_parts(C_b, R0).sum()
on_ion = slice(moved * len(exponents), (moved + 1) * len(exponents))
dB = -1j * G_basis[:, 0, None] * B0[:, on_ion]
residual_b = H_b @ C_b - C_b * eps_b[:n_occ]
F_pulay = -2 * occupation * np.sum(
    (dB @ c_b[on_ion]).conj() * residual_b).real


def small_basis_force(basis_moves):
    values = []
    for sign in (1, -1):
        R = displaced(0, sign * h)
        basis = gaussian_basis(R) if basis_moves else B0
        state = self_consistent(R, n_b, basis)
        values.append(energy_parts(state[1], R).sum())
    return -(values[0] - values[1]) / (2 * h)


F_frozen = small_basis_force(False)
F_moving = small_basis_force(True)
assert small_energy > parts0.sum()
assert abs(F_pulay) > 1e-3
assert abs(F_frozen - F_small) < 5e-6
assert abs(F_moving - F_small - F_pulay) < 5e-6

# Numbers for the worked example
print(f"cell side: {side:.1f} bohr; ion width: {width:.1f} bohr")
print(f"cutoff: {cutoff:.1f} hartree; plane waves: {n_pw}")
print(f"grid points per side: {grid}; electrons: {occupation*n_occ:.0f}")
for a in range(len(charges)):
    print(f"ion {a+1}: charge {charges[a]:.0f} e, position", R0[a], "bohr")
print(f"displaced ion: {moved+1}; step h: {h:.3f} bohr")
print("occupied eigenvalues:", np.round(eps[:n_occ], 6), "hartree")
print(f"gap: {gap:.6f} hartree")
labels = ["kinetic", "Hartree", "exchange", "external", "ion-ion"]
for label, value in zip(labels, parts0):
    print(f"{label} energy: {value:.6f} hartree")
print(f"total energy: {parts0.sum():.6f} hartree")
for k, name in enumerate("xy"):
    print(f"{name} force, external part: {F_el[moved,k]:.6f} hartree/bohr")
    print(f"{name} force, ion-ion part: {F_ion[moved,k]:.6f} hartree/bohr")
    print(f"{name} force, explicit total: {F[moved,k]:.7f} hartree/bohr")
    print(f"{name} force, energy difference: {F_fd[k]:.7f} hartree/bohr")
    print(f"{name} force, converted: {F[moved,k]*force_unit:.4f} eV/angstrom")
for label, value in zip(labels[:4], implicit):
    print(f"implicit x slope, {label}: {value:.6f} hartree/bohr")
print(f"sum of implicit x slopes: {implicit.sum():.1e} hartree/bohr")
print("orbital response norms:", np.round(response_norm, 5), "1/bohr")
print(f"orbital response term: {response_term:.1e} hartree/bohr")
print(f"free variation slope, difference: {slope_free:.5f} hartree")
print(f"free variation slope, formula: {slope_predicted:.5f} hartree")
print(f"orthonormal variation slope: {slope_orthonormal:.1e} hartree")
for amp, de, df in zip(amplitudes, energy_errors, force_errors):
    print(f"t = {amp:.3f}: energy error {de:.3e} hartree")
    print(f"t = {amp:.3f}: force error norm {df:.3e} hartree/bohr")
print(f"error ratios: energy {energy_ratio:.3f}, force {force_ratio:.3f}")
print("Gaussian exponents:", exponents, "1/bohr^2; functions:", B0.shape[1])
print(f"small-basis total energy: {small_energy:.6f} hartree")
print(f"small basis, explicit x force: {F_small:.6f} hartree/bohr")
print(f"frozen basis, energy difference: {F_frozen:.6f} hartree/bohr")
print(f"moving basis, energy difference: {F_moving:.6f} hartree/bohr")
print(f"Pulay x force, formula: {F_pulay:.6f} hartree/bohr")
print(f"explicit plus Pulay x force: {F_small+F_pulay:.6f} hartree/bohr")
print("all tests passed")
```

Output:

```
cell side: 10.0 bohr; ion width: 0.8 bohr
cutoff: 3.2 hartree; plane waves: 257
grid points per side: 17; electrons: 4
ion 1: charge 2 e, position [5. 5. 5.] bohr
ion 2: charge 1 e, position [7.4 5.3 5. ] bohr
ion 3: charge 1 e, position [2.8 5.4 5. ] bohr
displaced ion: 2; step h: 0.002 bohr
occupied eigenvalues: [-0.303835 -0.036878] hartree
gap: 0.020689 hartree
kinetic energy: 1.131338 hartree
Hartree energy: 0.932609 hartree
exchange energy: -0.819358 hartree
external energy: -2.585504 hartree
ion-ion energy: 0.598553 hartree
total energy: -0.742362 hartree
x force, external part: -0.179009 hartree/bohr
x force, ion-ion part: 0.259604 hartree/bohr
x force, explicit total: 0.0805947 hartree/bohr
x force, energy difference: 0.0805947 hartree/bohr
x force, converted: 4.1443 eV/angstrom
y force, external part: -0.025149 hartree/bohr
y force, ion-ion part: 0.030672 hartree/bohr
y force, explicit total: 0.0055237 hartree/bohr
y force, energy difference: 0.0055237 hartree/bohr
y force, converted: 0.2840 eV/angstrom
implicit x slope, kinetic: -0.146923 hartree/bohr
implicit x slope, Hartree: -0.192867 hartree/bohr
implicit x slope, exchange: 0.055749 hartree/bohr
implicit x slope, external: 0.284041 hartree/bohr
sum of implicit x slopes: -1.3e-08 hartree/bohr
orbital response norms: [0.13242 0.71156] 1/bohr
orbital response term: -1.2e-07 hartree/bohr
free variation slope, difference: 0.78258 hartree
free variation slope, formula: 0.78258 hartree
orthonormal variation slope: 5.9e-07 hartree
t = 0.005: energy error 2.969e-05 hartree
t = 0.005: force error norm 2.438e-03 hartree/bohr
t = 0.010: energy error 1.191e-04 hartree
t = 0.010: force error norm 4.886e-03 hartree/bohr
error ratios: energy 4.010, force 2.004
Gaussian exponents: [0.2, 0.6] 1/bohr^2; functions: 6
small-basis total energy: -0.661256 hartree
small basis, explicit x force: 0.092153 hartree/bohr
frozen basis, energy difference: 0.092153 hartree/bohr
moving basis, energy difference: 0.057376 hartree/bohr
Pulay x force, formula: -0.034777 hartree/bohr
explicit plus Pulay x force: 0.057376 hartree/bohr
all tests passed
```
